# Knudsen Diffusion Time of a Deep, Narrow Hole

## Problem

A cylindrical hole of depth \(L=10\) µm and diameter \(d=100\) nm is open at the top to a low-pressure plasma and closed at the bottom. Neutral molecules with thermal speed \(v=400\) m/s move inside it. They collide with the walls far more often than with one another.

1. Find the diffusivity \(D_K\) for motion along the hole.
2. Estimate the diffusion time \(L^2/(2D_K)\).
3. State which physical process this time measures, and which it does not.
4. Find which neglected effects could change the estimate noticeably.

**Assumptions.** "Thermal speed" means the mean speed of a Maxwellian gas, \(v=\sqrt{8k_BT/(\pi m)}\). A molecule that hits the wall leaves at once, in a direction drawn from the cosine law, with no memory of its arrival. Nothing is consumed, unless stated otherwise. The hole is round; a long trench has different flight statistics and is not covered.

## Hints

**Hint 1.** Between wall hits a molecule flies straight. Describe its direction by the angle \(\alpha\) from the hole axis and the azimuth \(\psi\) from the inward wall normal. Find the mean flight length and the mean square of the axial displacement.

**Hint 2.** Fast molecules hit, and therefore leave, a wall more often than slow ones. The mean flight time needs the average of 1/speed over *emitted* molecules.

**Hint 3.** For a random walk along one axis, the mean squared displacement grows as \(2Dt\).

**Hint 4.** Let \(T(x)\) be the mean time to escape from height \(x\) above the floor. Compare \(T(x)\) with its values one small step up and one small step down.

**Hint 5.** Count the wall hits during one escape. A small delay at each hit is multiplied by that number, and a small chance of loss at each hit accumulates over it.

## Full solution

### 1. The diffusivity

The cosine law gives a direction in the solid angle \(d\Omega\) the probability \(\cos\theta\,d\Omega/\pi\), where \(\theta\) is the angle from the wall normal. In the angles of Hint 1,

\[
\cos\theta=\sin\alpha\cos\psi,\qquad d\Omega=\sin\alpha\,d\alpha\,d\psi,
\]

with \(0<\alpha<\pi\) and \(-\pi/2<\psi<\pi/2\). Seen along the axis, the flight is a chord of a circle of diameter \(d\), at angle \(\psi\) from the normal. That chord has length \(d\cos\psi\). It is the flight length \(\ell\) multiplied by \(\sin\alpha\), so

\[
\ell=\frac{d\cos\psi}{\sin\alpha},\qquad
z=\ell\cos\alpha=\frac{d\cos\psi\cos\alpha}{\sin\alpha},
\]

where \(z\) is the axial hop. The mean flight length is

\[
\langle\ell\rangle=\frac{d}{\pi}\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\psi\,d\psi
=\frac{d}{\pi}\cdot2\cdot\frac{\pi}{2}=d .
\]

One factor \(\sin\alpha\) from the weight has cancelled the denominator of \(\ell\). In \(z^2\) the denominator is \(\sin^2\alpha\), which cancels both factors:

\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\psi\,d\psi
=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{2d^2}{3}.
\]

The last integral follows from the substitution \(q=\sin\psi\), which turns it into \(\int_{-1}^{1}(1-q^2)\,dq=4/3\).

Now the clock. Let \(g(c)\) be the normalized speed distribution in the gas, with mean \(v\). The emitted molecules have the distribution \(c\,g(c)/v\), because the rate of hitting the wall is proportional to speed. Their mean inverse speed is

\[
\left\langle\frac1c\right\rangle=\int_0^\infty\frac1c\,\frac{c\,g(c)}{v}\,dc=\frac1v .
\]

Speed and direction are independent on emission, so the mean flight time is \(\langle\ell\rangle\langle1/c\rangle=d/v\).

Up and down are equally likely, and successive hops are independent. The cross terms in the squared displacement therefore average to zero. After \(N\gg1\) flights the mean squared displacement is \(2Nd^2/3\), and the elapsed time is close to \(Nd/v\). Setting the first equal to \(2D_K\) times the second gives

\[
D_K=\frac{2d^2/3}{2d/v}=\frac{dv}{3}.
\]

Since 400 m/s is 400 µm/µs,

\[
D_K=\frac{0.1\times400}{3}=13.33\ \text{µm}^2/\text{µs}=0.1333\ \text{cm}^2/\text{s}.
\]

### 2. The time

\[
\frac{L^2}{2D_K}=\frac{3L^2}{2dv}=\frac{10^2}{2\times13.33}\ \text{µs}=3.75\ \text{µs}\approx3.8\ \text{µs}.
\]

The time grows as the square of the depth but falls only as the first power of the diameter. At fixed \(v\), doubling both makes it twice as long.

The definition of speed matters at this precision. If 400 m/s were the most probable speed \(\sqrt{2k_BT/m}\), the mean would be larger by \(2/\sqrt\pi\), and the time would be 3.32 µs. If it were the root-mean-square speed \(\sqrt{3k_BT/m}\), the mean would be smaller by \(\sqrt{8/(3\pi)}\), and the time would be 4.07 µs.

### 3. What the time measures

**Escape from the floor.** In a short time \(\delta t\) a diffusing molecule moves up or down by \(\delta\), with equal probability and \(\delta^2=2D_K\delta t\). Hence

\[
T(x)=\delta t+\tfrac12\left[T(x+\delta)+T(x-\delta)\right]
=\delta t+T(x)+\tfrac12\delta^2T''(x)+\dots
\]

Cancelling \(T(x)\) and inserting \(\delta^2\) gives \(D_KT''=-1\). The floor returns every molecule, so \(T'(0)=0\). A molecule at the mouth has escaped, so \(T(L)=0\). Integrating twice,

\[
T(x)=\frac{L^2-x^2}{2D_K},\qquad T(0)=\frac{L^2}{2D_K}.
\]

The estimate is thus the mean escape time of a molecule released at the floor, within the diffusion model.

**Filling of the floor region.** Let the hole be empty, and let the density at the mouth jump to \(n_0\) at \(t=0\). The relative deficit \(w=1-n/n_0\) obeys \(\partial_tw=D_K\partial_x^2w\), with \(w=1\) initially, \(w=0\) at the mouth and zero slope at the floor. Define \(\Theta(x)=\int_0^\infty w\,dt\). Integrating the diffusion equation over time gives

\[
w(x,\infty)-w(x,0)=0-1=D_K\Theta''(x).
\]

This is the equation for \(T\), with the same boundary conditions, so \(\Theta(0)=L^2/(2D_K)\). The same time is therefore the mean delay of the floor density behind a step at the mouth.

A mean delay is not a time to completion. At 3.75 µs the floor density has reached 62.9 % of its final value. Later the slowest mode dominates. It has the shape \(\cos(\pi x/2L)\), and its amplitude in the initial deficit is

\[
\frac2L\int_0^L\cos\frac{\pi x}{2L}\,dx=\frac4\pi .
\]

It decays at the rate \(\pi^2D_K/(4L^2)\). The next mode decays nine times faster and can be dropped here. Setting the deficit to 0.1,

\[
\frac4\pi e^{-\pi^2D_Kt/(4L^2)}=0.1
\quad\Rightarrow\quad
t_{90}=\frac{4L^2}{\pi^2D_K}\ln\frac{40}{\pi}=7.73\ \text{µs}.
\]

**What it does not measure.** It is not the mean stay of a molecule that enters from the plasma. In a steady state without loss, a mouth of area \(S\) admits \(n_0vS/4\) molecules per unit time, and the hole contains \(n_0SL\). The mean stay is the ratio of contents to inflow,

\[
\frac{n_0SL}{n_0vS/4}=\frac{4L}{v}=\frac{4\times10}{400}\ \text{µs}=0.100\ \text{µs}.
\]

This is far shorter than 3.75 µs, because most entering molecules turn back near the mouth. The few that reach the floor stay long.

### 4. How far the estimate can be trusted

Dividing the escape time by the mean flight time \(d/v=0.250\) ns gives the number of flights:

\[
N=\frac{3L^2}{2dv}\cdot\frac vd=\frac32\left(\frac Ld\right)^2=1.5\times100^2=15000 .
\]

**Finite length.** Each flight adds \(2d^2/3\) to the mean squared displacement. If the last flight is continued to where it would meet an extended wall, its end lies beyond \(L\). The mean of the squared end position therefore exceeds \(L^2\), and \(N\) exceeds \(\tfrac32(L/d)^2\). Solving the integral equation for the number of flights, with a mirror-like floor, gives an excess of about 3.3 % at \(L/d=100\). The time becomes 3.87 µs. A floor that re-emits by the cosine law gives a slightly smaller excess, about 3.0 % (3.86 µs). At \(L/d=20\) the excess is about 13.8 % with the mirror-like floor and about 12 % with the diffuse one, so the diffusion formula is noticeably worse in shallow holes. The following numbers are for the mirror-like floor at \(L/d=20\). There the integral equation gives 682.8 flights, and a simulated random walk of 20000 molecules gives an escape time of 680.4 in units of \(d/v\).

**Partly specular walls.** Suppose that a fraction \(f\) of reflections is diffuse and the rest are mirror-like. In a round cylinder a mirror reflection preserves both the axial velocity and the angle to the normal, so the next hop repeats the last one. A run of \(k\) equal hops has probability \(f(1-f)^{k-1}\), for which \(\langle k\rangle=1/f\) and \(\langle k^2\rangle=(2-f)/f^2\). The squared displacement of a run scales with \(k^2\) and its duration with \(k\). The diffusivity is therefore multiplied by

\[
\frac{\langle k^2\rangle}{\langle k\rangle}=\frac{2-f}{f}.
\]

For \(f=0.9\) the factor is 1.222, and the diffusion time falls to 3.07 µs. This value omits the end correction, which is larger for longer runs, so in a finite hole the gain is somewhat smaller.

**Loss on the side walls.** Let each wall hit remove the molecule with a small probability \(s\). Hits occur at the rate \(v/d\), so the steady density obeys \(D_Kn''=(sv/d)n\). Division by \(D_K=dv/3\) gives \(n''=(3s/d^2)n\). With zero slope at the floor and \(n(L)=n_0\),

\[
\frac{n(0)}{n_0}=\frac{1}{\cosh\!\left[(L/d)\sqrt{3s}\right]}.
\]

For \(s=10^{-5}\) this is 0.867. For \(s=10^{-4}\) it is 0.343, so even one loss in ten thousand hits removes about two thirds of the floor density. The integral equation, which does not assume diffusion, gives 0.863 and 0.335.

**Gas collisions.** At roughly 300 K and 20 mTorr, with a rough molecular diameter \(\sigma=0.4\) nm, the mean free path is

\[
\lambda=\frac{k_BT}{\sqrt2\,\pi\sigma^2p}\approx2\ \text{mm}.
\]

If the resistances of wall and gas collisions are added, \(1/D=1/D_K+3/(\lambda v)\), the time is multiplied by \(1+d/\lambda\). This rough rule gives a correction of about 0.005 %. It misses a logarithmic factor that comes from long, nearly axial flights; for an infinitely long tube the correction is about 0.02 %. A molecule covers about 1.5 mm during one escape, so it may well meet another on the way, but wall hits outnumber such meetings by about 20000 to one. Even a correction ten times larger would be negligible beside the other effects in this section.

**Beside a real process.** Holes roughly 100 nm wide and several micrometres deep are etched for vertical memory, in plasmas at pressures of the order of tens of mTorr. The aspect ratio of 100 used here lies toward the demanding end. At 300 K a mean speed of 400 m/s implies a mass of 39.7 u; lighter radicals move faster and heavier ones more slowly. The assumption of a passive wall needs particular care. Reactive radicals can be lost on it, and molecules can stick to it for a while. The first effect can starve the floor, as the values above show; the second can lengthen the time by far more than the end correction does, as Variation 2 shows. Real holes may also be tapered or bowed, which is not treated here. Ions accelerated into the hole by the plasma sheath do not follow this diffusion law at all.

## Variation 1: a floor that consumes every arrival

*The floor now reacts with every molecule that reaches it. After a step in density at the mouth, what is the mean delay of the flux into the floor?*

In the diffusion model the density at a fully consuming floor is zero, so the steady profile is \(n_s=n_0x/L\). Let \(u=n_s-n\) be the remaining deficit. It starts as \(n_0x/L\), vanishes at both ends and obeys the diffusion equation. Its time integral \(U(x)=\int_0^\infty u\,dt\) satisfies

\[
D_KU''=-\frac{n_0x}{L},\qquad U(0)=U(L)=0,
\]

with the solution

\[
U(x)=\frac{n_0}{6D_KL}\left(L^2x-x^3\right),\qquad U'(0)=\frac{n_0L}{6D_K}.
\]

The flux into the floor is \(J=D_K\,\partial_xn\) at \(x=0\), and its steady value is \(J_s=D_Kn_0/L\). The mean delay is

\[
\int_0^\infty\left(1-\frac{J}{J_s}\right)dt=\frac{D_KU'(0)}{D_Kn_0/L}=\frac{L^2}{6D_K}=1.25\ \text{µs}.
\]

This is one third of the earlier result. It is again a diffusion-model value; end corrections raise it by about 5 %, to about 1.3 µs, at \(L/d=100\). A consuming floor does not have to wait for the hole to fill to uniform density; a linear profile is enough.

When does a floor count as fully consuming? Let it react with probability \(s_f\) per hit. For small \(s_f\), balancing the consumption \(s_fn(0)v/4\) against the supply \(D_K[n_0-n(0)]/L\), with \(D_K=dv/3\), gives

\[
\frac{n(0)}{n_0}=\frac{1}{1+\dfrac{3L}{4d}s_f}=\frac{1}{1+75\,s_f}.
\]

The floor density is small when \(s_f\gg1/75\). For \(s_f\ll1/75\) the floor hardly disturbs the gas, and the delay returns to \(L^2/(2D_K)\).

## Variation 2: walls that hold molecules for a while

*Each wall visit now lasts a mean time \(\tau_a\) before the molecule is released. How does the escape time change, and when does the wall dominate?*

If adsorbed molecules do not migrate along the wall, adsorption leaves the hops unchanged, so their number is still \(\tfrac32(L/d)^2\). Each flight now costs \(d/v+\tau_a\) on average:

\[
T=\frac32\left(\frac Ld\right)^2\left(\frac dv+\tau_a\right)=\frac{L^2}{2D_K}+15000\,\tau_a .
\]

The wall dominates when \(\tau_a>d/v=0.250\) ns. For thermally activated release with binding energy \(E\), \(\tau_a=\tau_0e^{E/k_BT}\). With a rough attempt time \(\tau_0=10^{-13}\) s and a wall at 300 K:

| \(E\) (eV) | \(\tau_a\) (ns) | added time (µs) |
|---|---|---|
| 0.1 | 0.0048 | 0.072 |
| 0.2 | 0.23 | 3.4 |
| 0.3 | 11 | 160 |

At 0.1 eV the correction is about 2 % of the gas-flight time. At 0.2 eV the total is 7.2 µs, nearly double. At 0.3 eV the 3.75 µs spent in flight is a minor part of the total.

The formula requires sparse coverage, so that adsorbed molecules do not block sites for others. Under that condition, reversible adsorption delays the filling of the hole but leaves the final gas density unchanged, because in the steady state each wall element releases as many molecules as it captures. For the straight round hole of the example, with diffusely reflecting walls at 300 K and the attempt time assumed here, the estimate of 3.8 µs therefore holds to within about 5 % for molecules that bind to the wall by no more than 0.1 eV and are lost neither there nor at the floor. The limit depends on the attempt time: with \(\tau_0=10^{-12}\) s, a binding of 0.1 eV already lengthens the time by about 20 %.

Most of the computed values are collected in the numerical output below.

## Calculated quantities

```
Depth L                              10.0 um
Diameter d                           100 nm
Mean speed v                         400 m/s
Aspect ratio L/d                     100
Temperature (rough)                  300 K
Pressure (rough)                     20 mTorr
Molecular mass implied by v and T    39.7 u
Mean chord / d (quadrature)          1.000000
Mean squared hop / d^2 (quadrature)  0.666667
Knudsen diffusivity D_K              0.1333 cm^2/s
Mean flight time d/v                 0.250 ns
Mean number of flights               15000
MAIN: L^2/(2 D_K)                    3.75 us
MAIN, two figures                    3.8 us
If 400 m/s is most probable speed    3.32 us
If 400 m/s is rms speed              4.07 us
Grid floor delay / (L^2/D)           0.5000
Floor filling at main time           62.9 %
Time to 90 % floor density           7.73 us
Flux delay, fully consuming floor    1.25 us
Mean stay of entering molecules 4L/v 0.100 us
Walk, L/d=20: escape time / (d/v)    680.4
Kernel, L/d=20: mean flights         682.8
Walk, L/d=20: entering stay / (d/v)  81.4
End correction at L/d=20             13.80 %
End correction at L/d=100            3.25 %
Escape time with end correction      3.87 us
Adsorption attempt time (rough)      1.0e-13 s
Binding 0.1 eV: dwell per visit      0.0048 ns
Binding 0.1 eV: added escape time    0.072 us
Binding 0.2 eV: dwell per visit      0.2290 ns
Binding 0.2 eV: added escape time    3.435 us
Binding 0.3 eV: dwell per visit      10.9592 ns
Binding 0.3 eV: added escape time    164.388 us
Loss s=1e-05: floor/mouth, diffusion 0.867
Loss s=1e-05: floor/mouth, kinetic   0.863
Loss s=1e-04: floor/mouth, diffusion 0.343
Loss s=1e-04: floor/mouth, kinetic   0.335
Diffuse fraction f                   0.9
D multiplier at this f               1.222
Main time at this f                  3.07 us
Molecular diameter (rough)           0.4 nm
Gas mean free path                   2.19 mm
Gas-collision correction d/lambda    0.0046 %
```
